# Incomplete Pivoted Cholesky Decomposition as Coulomb-Metric Density Fitting

## Result

Let $\phi_p$ be real basis functions and let $\rho_P=\phi_p\phi_q$, with $p\ge q$ and $P=(pq)$, be their products. In Rydberg units ($e^2=2$, lengths in bohr) the two-electron matrix is

$$V_{PQ}=(\rho_P|\rho_Q)=\iint \rho_P(\mathbf r)\,\frac{2}{|\mathbf r-\mathbf r'|}\,\rho_Q(\mathbf r')\,d^3r\,d^3r' .$$

Decompose $V$ by Cholesky steps, taking the largest residual diagonal as pivot, and stop when no residual diagonal exceeds $\tau$. Let $L$ hold the $M$ Cholesky vectors, let $B$ be the list of pivots and let $J=V_{BB}$. A dot stands for all products. In exact arithmetic

$$LL^T=V_{\cdot B}\,J^{-1}\,V_{B\cdot},\qquad \big|V_{PQ}-(LL^T)_{PQ}\big|\le\tau\ \text{ for all }P,Q. \tag{1}$$

The first relation says that the decomposition is density fitting in the Coulomb metric with the pivot products $\rho_B$ as auxiliary functions. The second bounds each matrix element in the basis in which the decomposition was made. Energies and integrals over other orbitals carry $\tau$ multiplied by factors derived below.

In hartree, $V$ and $\tau$ have half their Rydberg values. In exact arithmetic, and with the same rule for ties, the pivots are the same and $L$ is smaller by a factor $\sqrt2$. In floating-point arithmetic, rounding may decide a tie between equal residuals differently.

## The Coulomb integral is an inner product

With $\hat f(\mathbf k)=\int f(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$, the transform of $2/r$ is $8\pi/k^2$. The convolution theorem and Parseval's relation give, for real $f$,

$$(f|f)=\int\frac{d^3k}{(2\pi)^3}\,\frac{8\pi}{k^2}\,|\hat f(\mathbf k)|^2\ \ge 0 . \tag{2}$$

For the smooth, decaying densities made from Gaussian functions, $\hat f$ is continuous. The integral therefore vanishes only if $\hat f=0$, that is, $f=0$. Hence $(\cdot|\cdot)$ is an inner product on the span of the products, and $V$ is its Gram matrix.

$V$ can still be singular, because the products can be linearly dependent. On one atom, two $p$ shells have the form $x\,g_a(r)$ and $x\,g_b(r)$, and likewise for $y$. Then $(x g_a)(y g_b)=(y g_a)(x g_b)$: two entries of the list are the same function. The algorithm must cope with this, and it does.

## The algorithm

Set $R^0=V$. At step $k$ choose a pivot $P_k$ with $R^{k-1}_{P_kP_k}>\tau\ge0$ and form

$$L_{Pk}=\frac{R^{k-1}_{PP_k}}{\sqrt{R^{k-1}_{P_kP_k}}},\qquad R^k_{PQ}=R^{k-1}_{PQ}-L_{Pk}L_{Qk}. \tag{3}$$

The full residual matrix is not needed. Summing the second relation gives

$$R^{k-1}_{PP_k}=V_{PP_k}-\sum_{j<k}L_{Pj}L_{P_kj},\qquad R^k_{PP}=R^{k-1}_{PP}-L_{Pk}^2 ,$$

so the diagonal of $V$ and its $M$ pivot columns suffice. For $N$ products, storage is $NM$ numbers. Step $k$ subtracts $k-1$ earlier vectors, so the work is about $NM^2/2$ multiplications plus the integrals.

## What each step does to the densities

Let $\Pi_k$ be the Coulomb-orthogonal projection onto the span of $\rho_{P_1},\dots,\rho_{P_k}$, and let $\delta_P^k=\rho_P-\Pi_k\rho_P$. The claim is

$$R^k_{PQ}=(\delta^k_P|\delta^k_Q). \tag{4}$$

It holds for $k=0$, where $\Pi_0=0$. Suppose it holds for $k-1$. Then $(\delta^{k-1}_{P_k}|\delta^{k-1}_{P_k})=R^{k-1}_{P_kP_k}>0$, and we may define

$$e_k=\frac{\delta^{k-1}_{P_k}}{\sqrt{R^{k-1}_{P_kP_k}}} .$$

This function has unit norm and is orthogonal to the earlier pivot products, hence to $e_1,\dots,e_{k-1}$. It is $\rho_{P_k}$ minus a combination of earlier pivot products, divided by a nonzero number. So $e_1,\dots,e_k$ span the same space as the first $k$ pivot products: this is Gram–Schmidt orthogonalization.

The component of $\rho_P$ along $e_k$ follows from $\rho_P=\delta_P^{k-1}+\Pi_{k-1}\rho_P$. The second part is orthogonal to $e_k$, so

$$(e_k|\rho_P)=(e_k|\delta_P^{k-1})=\frac{R^{k-1}_{P_kP}}{\sqrt{R^{k-1}_{P_kP_k}}}=L_{Pk}. \tag{5}$$

Therefore $\delta^k_P=\delta^{k-1}_P-L_{Pk}e_k$, and

$$(\delta^k_P|\delta^k_Q)=R^{k-1}_{PQ}-L_{Qk}L_{Pk}-L_{Pk}L_{Qk}+L_{Pk}L_{Qk}=R^{k-1}_{PQ}-L_{Pk}L_{Qk}=R^k_{PQ}.$$

This completes the induction. A residual diagonal is thus the electrostatic self-repulsion, without a factor ½, of the part of a product not yet represented.

Each pivot adds a linearly independent function, so the process ends after at most $\operatorname{rank}V$ steps. Duplicate products have zero residual once one of them is represented, and are not selected again.

## Equality with the fit

Coulomb-metric fitting approximates $\rho_P$ by $\tilde\rho_P=\sum_{A\in B}c_A\rho_A$ and minimizes the self-repulsion of the remainder,

$$F(c)=(\rho_P-\tilde\rho_P|\rho_P-\tilde\rho_P)=V_{PP}-2c^TV_{BP}+c^TJc .$$

Setting the gradient $-2V_{BP}+2Jc$ to zero gives $Jc=V_{BP}$. The pivot products are independent, so $c^TJc>0$ for $c\neq0$; $J$ is invertible and the minimizer is unique. The fitted integrals are

$$(\tilde\rho_P|\tilde\rho_Q)=(J^{-1}V_{BP})^TJ(J^{-1}V_{BQ})=V_{PB}J^{-1}V_{BQ}.$$

The normal equations say that $\rho_P-\tilde\rho_P$ is orthogonal to every $\rho_A$ with $A\in B$. Hence $\tilde\rho_P=\Pi_M\rho_P=\sum_kL_{Pk}e_k$, by (5). Orthonormality of the $e_k$ gives $(\tilde\rho_P|\tilde\rho_Q)=\sum_kL_{Pk}L_{Qk}$, which proves the first part of (1).

The matrix form is useful in code. Let $L_B$ be the rows of $L$ belonging to the pivots, in pivot order. It is lower triangular, since $e_k$ is orthogonal to all earlier pivot products. Pivot products have no remainder, so the pivot columns are reproduced:

$$J=L_BL_B^T,\qquad V_{\cdot B}=LL_B^T,\qquad L=V_{\cdot B}L_B^{-T}. \tag{6}$$

One may therefore find the pivots first and obtain $L$ afterwards by a triangular solve. The diagonal of $L_B$ holds the square roots of the residual diagonals $R^{k-1}_{P_kP_k}$ at which the pivots were chosen, so $\det J=\prod_kR^{k-1}_{P_kP_k}$.

## The error bound and the role of the pivot rule

Write $R=R^M$ and $\delta_P=\delta_P^M$. The Cauchy–Schwarz inequality for the Coulomb inner product and the stopping test give

$$|R_{PQ}|=|(\delta_P|\delta_Q)|\le\sqrt{R_{PP}R_{QQ}}\le\tau. \tag{7}$$

This proves the second part of (1). The first inequality also shows that the largest error in $V$ lies on the diagonal. The updated diagonal thus supplies the actual largest element error, at no cost, without the full $V$.

Nothing in the equality used the size of the pivot beyond its being positive. Any order of admissible pivots gives a Coulomb fit, and the stopping test alone gives the bound. Choosing the largest pivot is a greedy attempt to keep $M$ small; it is not shown here to give the smallest possible $M$. It also limits the amplification of rounding errors by the division in (3).

Three cautions apply.

- **Absolute error.** An integral smaller than $\tau$ may have a relative error of 100% or more, and one that is exactly zero may become nonzero. Rescaling the basis functions changes what $\tau$ means.
- **Prescreening.** A product with $V_{PP}\le\tau$ cannot become a pivot, but its row of $L$ may not simply be set to zero. The error would then be $|V_{PQ}|\le\sqrt{V_{PP}V_{QQ}}$, which can exceed $\tau$. Deletion is safe if $V_{PP}\,\max_QV_{QQ}\le\tau^2$.
- **Rounding.** Residual diagonals are differences of numbers up to $\max V_{PP}$. Once $\tau$ approaches machine precision times this value, the computed residual diagonals are rounding noise: some may be negative, and a pivot chosen among them has no meaning.

In the limit $\tau\to0$ the decomposition becomes exact with $M=\operatorname{rank}V$. If $\tau\ge\max V_{PP}$, no vector is made and (7) reduces to the Cauchy–Schwarz bound on $V$ itself.

## Why the metric matters

Suppose the coefficients come from another metric, with the same auxiliary products. Let $\rho_P=\tilde\rho_P+\delta_P$ now denote that fit. Then

$$V_{PQ}-(\tilde\rho_P|\tilde\rho_Q)=(\delta_P|\tilde\rho_Q)+(\tilde\rho_P|\delta_Q)+(\delta_P|\delta_Q). \tag{8}$$

In the Coulomb fit the first two terms vanish by orthogonality. In another metric they generally survive and are of first order in the fitting error. The robust formula $(\tilde\rho_P|\rho_Q)+(\rho_P|\tilde\rho_Q)-(\tilde\rho_P|\tilde\rho_Q)$ removes them and leaves $(\delta_P|\delta_Q)$. Even then $(\delta_P|\delta_P)$ is no smaller than the Cholesky residual, which is the minimum of $F$, and the stopping test does not keep it below $\tau$. The other fit also reproduces the auxiliary products exactly, so its remainder is a linear map applied to the Cholesky remainder; that map can enlarge the self-repulsion.

## Exchange, Hartree and transformed integrals

For orbitals $\psi_i=\sum_pC_{pi}\phi_p$ put $s_i=\sum_p|C_{pi}|$. Expanding the four orbitals and applying (7) to each term bounds the error of $(ij|kl)$ by $\tau s_is_js_ks_l$.

Let $D^\sigma_{pr}=\sum_iC^\sigma_{pi}C^\sigma_{ri}$, summed over occupied orbitals of spin $\sigma$, and $D=D^\uparrow+D^\downarrow$. In mean-field theory with real orbitals,

$$E_x=-\tfrac12\sum_\sigma\sum_{ij}(ij|ij)=-\tfrac12\sum_\sigma\sum_{pqrs}D^\sigma_{pr}D^\sigma_{qs}(pq|rs),\qquad E_H=\tfrac12\sum_{pqrs}D_{pq}D_{rs}(pq|rs).$$

The factor $e^2=2$ is inside the integrals. Replacing $V$ by $LL^T=V-R$ at fixed density matrix changes these energies by

$$\Delta E_x=\tfrac12\sum_\sigma\sum_{ij}(\delta_{ij}|\delta_{ij}),\qquad \Delta E_H=-\tfrac12(\delta_n|\delta_n),$$

where $\delta_{ij}$ and $\delta_n$ are the remainders of $\psi_i\psi_j$ and of the electron density. Fitted exchange is never too low and fitted Hartree energy never too high. Bounding every element of $R$ by $\tau$ gives

$$0\le\Delta E_x\le\frac\tau2\sum_\sigma\Big(\sum_{pr}|D^\sigma_{pr}|\Big)^2,\qquad -\frac\tau2\Big(\sum_{pr}|D_{pr}|\Big)^2\le\Delta E_H\le0. \tag{9}$$

Re-optimizing the orbitals changes the density matrix. Let $\Delta[D]=\Delta E_x+\Delta E_H$, and let $D_0$ and $D_1$ be the global Hartree–Fock minimizers with exact and fitted integrals, with energies $E_0$ and $E_1$. Using each minimizer as a trial state for the other functional gives $E_0+\Delta[D_1]\le E_1\le E_0+\Delta[D_0]$. The bounds (9) then apply with the respective density matrices.

## Nitrogen atom

The example is the quartet nitrogen atom in unrestricted Hartree–Fock theory with the cc-pVTZ basis. This level omits correlation, relativity and functions outside the basis; the errors below are relative to the same calculation with unfitted integrals. The 30 basis functions form 465 products. Counting the angular momenta in each pair of shells leaves at most 367 independent ones, and 290 eigenvalues of $V$ exceed $10^{-9}$ Ry. This count is not the rank: the spectrum has no gap there, and 264 eigenvalues exceed $10^{-8}$ Ry while 338 exceed $10^{-13}$ Ry.

The first three pivots are the squares of the $1s$, $2p_x$ and $4f_{-1}$ basis functions. At the second step the squares of $2p_x$, $2p_y$ and $2p_z$ have equal residuals, and the first in the list is taken. Numbering the pivots 1 to 3, and with energies in Ry (results come from unrounded values, so the last digit may differ from hand arithmetic),

$$L_{11}=\sqrt{8.45885}=2.90841,\qquad L_{21}=\frac{3.34340}{2.90841}=1.14956,$$

$$R^1_{22}=2.76540-1.14956^2=1.44390,\qquad L_{22}=1.20163.$$

For the third product,

$$L_{31}=\frac{1.52523}{2.90841}=0.52442,\qquad L_{32}=\frac{1.44323-1.14956\times0.52442}{1.20163}=0.69937,$$

$$R^2_{33}=1.42279-0.52442^2-0.69937^2=0.65866 .$$

The fit of product 3 by products 1 and 2 solves

$$\begin{pmatrix}8.45885&3.34340\\3.34340&2.76540\end{pmatrix}\begin{pmatrix}c_1\\c_2\end{pmatrix}=\begin{pmatrix}1.52523\\1.44323\end{pmatrix},\qquad c=(-0.04973,\;0.58202).$$

Its remainder is $1.42279-(-0.04973\times1.52523+0.58202\times1.44323)=0.65866$ Ry, the same number.

At $\tau=10^{-3}$ Ry the worst product is $3d_{z^2}3d_{xy}$, with residual $8.147\times10^{-4}$ Ry. Constructing its remainder in real space and integrating the self-repulsion numerically gives the same four digits. The fit coefficients come from $V$, but the self-repulsion is integrated without it, so this checks the meaning of the residual diagonal.

| $\tau$ (Ry) | $M$ | largest element error (Ry) | $\Delta E_x$ (Ry) |
|---|---|---|---|
| $10^{-2}$ | 107 | $8.15\times10^{-3}$ | $2.1\times10^{-3}$ |
| $10^{-3}$ | 144 | $8.1\times10^{-4}$ | $8.2\times10^{-5}$ |
| $10^{-4}$ | 151 | $8.3\times10^{-5}$ | $8.0\times10^{-6}$ |
| $10^{-6}$ | 224 | $4.9\times10^{-7}$ | $2.9\times10^{-7}$ |

A direct least-squares minimization of $F$ reproduces $LL^T$ within $2\times10^{-13}$ Ry at all four thresholds. With overlap-metric coefficients and the same auxiliary products, the largest robust error is about twice $\tau$ in each case. The plain formula does worse: at $\tau=10^{-6}$ Ry its largest error is $9.4\times10^{-4}$ Ry, as the first-order terms in (8) permit.

The sums of $|D^\sigma_{pr}|$ are 6.662 and 2.299, so the exchange bound is $\tfrac12(6.662^2+2.299^2)\tau=24.8\,\tau$. At $\tau=10^{-4}$ Ry this is $2.5\times10^{-3}$ Ry, while the actual error is $8.0\times10^{-6}$ Ry, or 0.11 meV, out of an exchange energy of $-13.216$ Ry ($-179.81$ eV) in this basis. That total is not basis-converged: it is $-13.214$ Ry in cc-pVQZ and cc-pV5Z and $-13.209$ Ry in aug-cc-pVTZ, shifts of 0.002 to 0.007 Ry, far larger than the fitting error. The bound is safe but, at this threshold, about 300 times too large; it should not serve as an error estimate. The Hartree error is $-1.5\times10^{-6}$ Ry, with the sign required by (9).

Taking the first admissible product as pivot, instead of the largest, also keeps every element error below $\tau$. It needs 107, 148, 176 and 246 vectors at the four thresholds. Compared with this rule and this ordering of the products, the largest-pivot rule saves nothing at the loosest threshold and 25 vectors at $10^{-4}$ Ry. Another ordering can change the counts of the first-admissible rule. The remaining values are in the numerical output.

## Table of computed values

```
basis functions: 30, distinct products: 465
eigenvalues of V above 1e-9 Ry: 290
largest diagonal of V: 8.458846 Ry
UHF total energy: -108.801372 Ry
exchange energy: -13.216126 Ry = -179.8145 eV
Hartree energy: 52.335945 Ry
test density (f|f): r-space 0.16361900, k-space 0.16361900 Ry
pivot 1: (1s)(1s), residual 8.458846 Ry
pivot 2: (2px)(2px), residual 1.443904 Ry
pivot 3: (4f-1)(4f-1), residual 0.658660 Ry
V11, V12, V22: 8.458846, 3.343395, 2.765395 Ry
V13, V23, V33: 1.525227, 1.443230, 1.422790 Ry
L11, L21, L22: 2.908410, 1.149561, 1.201626 Ry^1/2
L31, L32: 0.524419, 0.699367 Ry^1/2
fit coefficients of product 3: -0.049733, 0.582017
residual of product 3 from the fit: 0.658660 Ry
worst product at tau=1e-3 Ry: (3dz^2)(3dxy)
  its Cholesky residual: 8.146815e-04 Ry
  self-repulsion by quadrature: 8.146828e-04 Ry
sum |P|: up 6.6619, down 2.2993, total 8.9203
tau = 1e-02 Ry: M = 107, last pivot 1.066e-02 Ry
  largest element error 8.150e-03 Ry
  Cholesky minus fit, largest 4.1e-14 Ry
  overlap metric: robust 1.962e-02, plain 6.537e-02 Ry
  exchange error 2.103e-03, bound 2.483e-01 Ry
  Hartree error -5.981e-04, bound 3.979e-01 Ry
  first-admissible pivots: M = 107, error 9.453e-03 Ry
tau = 1e-03 Ry: M = 144, last pivot 1.068e-03 Ry
  largest element error 8.147e-04 Ry
  Cholesky minus fit, largest 1.7e-13 Ry
  overlap metric: robust 1.868e-03, plain 3.132e-02 Ry
  exchange error 8.216e-05, bound 2.483e-02 Ry
  Hartree error -7.250e-05, bound 3.979e-02 Ry
  first-admissible pivots: M = 148, error 7.141e-04 Ry
tau = 1e-04 Ry: M = 151, last pivot 1.097e-04 Ry
  largest element error 8.327e-05 Ry
  Cholesky minus fit, largest 5.9e-14 Ry
  overlap metric: robust 2.010e-04, plain 1.941e-02 Ry
  exchange error 7.950e-06, bound 2.483e-03 Ry
  Hartree error -1.470e-06, bound 3.979e-03 Ry
  first-admissible pivots: M = 176, error 9.099e-05 Ry
  exchange error in meV: 0.1082
tau = 1e-06 Ry: M = 224, last pivot 1.243e-06 Ry
  largest element error 4.941e-07 Ry
  Cholesky minus fit, largest 6.2e-14 Ry
  overlap metric: robust 2.231e-06, plain 9.406e-04 Ry
  exchange error 2.907e-07, bound 2.483e-05 Ry
  Hartree error -8.588e-08, bound 3.979e-05 Ry
  first-admissible pivots: M = 246, error 9.060e-07 Ry
```
